\section*{Travelling and decaying ripples in surface electromigration on a conductor edge, part 2}

A metal line carries a dense direct current, and atoms diffuse along its slightly wavy sidewall. Does the current amplify a ripple, flatten it or move it? So far the line has had one edge, $y=h(x,t)$, with metal below, an insulator outside, and uniform temperature $T$ and resistivity.

The $x$ axis points along the migration force on an atom at a flat edge, $F=Z^*eE_0>0$, with effective valence $Z^*$, elementary charge $e>0$ and mean field $E_0$ along $x$. Subscripts $x$ and $y$ on $h$ and on the potential $\varphi=-E_0x+\varphi_1$ denote derivatives.

The atom flux $J$, per unit film thickness, obeys
\begin{equation}
 \partial_t h=-\Omega\,\partial_xJ. \label{eq:cons}
\end{equation}
Here $\Omega J$ is $M=\Omega\nu D/(k_BT)$ times the force along the edge, with atomic volume $\Omega$, mobile atoms per sidewall area $\nu$, edge diffusivity $D$ and Boltzmann constant $k_B$. With edge energy $\gamma$ per area and curvature $\kappa\simeq-h_{xx}$, the capillary force is $\gamma\Omega h_{xxx}$. The migration force is $FE_t/E_0$, where $E_t$ is the tangential field.

For a small ripple $h\propto e^{i(kx-\omega t)}$, the condition of no outward current and its consequences are
\begin{equation}
 \varphi_{1,y}(x,0)=-E_0h_x, \label{eq:linbc}
\end{equation}
\begin{equation}
 \frac{E_t}{E_0}=1-|k|h, \label{eq:field}
\end{equation}
\begin{equation}
 \boxed{\;\omega=-A\,k|k|-iB\,k^4\;},\qquad A=MF,\quad B=M\gamma\Omega. \label{eq:disp}
\end{equation}

From here on $k>0$. Crests move at the phase velocity $-Ak$, against the atomic drift, and groups at $-2Ak$. Frequency and damping are equal at
\begin{equation}
 k_c^2=\frac AB=\frac{F}{\gamma\Omega}. \label{eq:kc}
\end{equation}
During one period the amplitude falls by the factor
\begin{equation}
 \exp\!\left(-Bk^4\,\frac{2\pi}{Ak^2}\right)=\exp\!\left(-2\pi\frac{k^2}{k_c^2}\right). \label{eq:left}
\end{equation}

Stage 3 checked the field on a mapped edge, $x=\xi+a\sin k\xi$, $y=a\cos k\xi$, with ripple amplitude $a$. Its exact field magnitude is $|E_0|/\sqrt{1+2ka\cos k\xi+k^2a^2}$.

\subsection{Stage 6: a line of finite width}

A real line has a second sidewall. Let the upper edge be $y=h_1$ and the lower edge $y=-W+h_2$, with both displacements proportional to $e^{ikx}$. The linear condition of no outward current is the same at both edges:
\begin{equation}
 \varphi_{1,y}(0)=-ikE_0h_1,\qquad \varphi_{1,y}(-W)=-ikE_0h_2 .
\end{equation}
The harmonic function that satisfies both is
\begin{equation}
 \varphi_1=-iE_0\,\frac{h_1\cosh k(y+W)-h_2\cosh ky}{\sinh kW}.
\end{equation}
To verify, its $y$ derivative is $-ikE_0[h_1\sinh k(y+W)-h_2\sinh ky]/\sinh kW$. At $y=0$ the second term vanishes, and at $y=-W$ the first one does, which leaves the required values. The change of tangential field is $-\varphi_{1,x}=-ik\varphi_1$. Relative to $E_0$ it is
\begin{align}
 \text{upper edge:}\quad&-k\,(h_1\coth kW-h_2\,\mathrm{csch}\,kW),\\
 \text{lower edge:}\quad&-k\,(h_1\,\mathrm{csch}\,kW-h_2\coth kW).
\end{align}

At the lower edge the metal lies above the curve, so added atoms move the curve down and $\partial_th_2=+\Omega\partial_xJ_2$. The curvature changes sign as well: $\kappa=+h_{2,xx}$. The capillary force becomes $-\gamma\Omega h_{2,xxx}$, and the two sign changes together give damping again. The equations are
\begin{align}
 \partial_th_1&=iAk^2(h_1\coth kW-h_2\,\mathrm{csch}\,kW)-Bk^4h_1,\\
 \partial_th_2&=iAk^2(h_2\coth kW-h_1\,\mathrm{csch}\,kW)-Bk^4h_2 .
\end{align}
Adding and subtracting them separates two modes. If $h_1=h_2$, the line meanders at constant width. If $h_1=-h_2$, its width swells and shrinks. Using
\begin{equation}
 \frac{\cosh u-1}{\sinh u}=\tanh\frac u2,\qquad
 \frac{\cosh u+1}{\sinh u}=\coth\frac u2,
\end{equation}
the frequency magnitudes are
\begin{equation}
 |\mathrm{Re}\,\omega|=Ak^2\tanh\frac{kW}{2}\ \text{(meander)},\qquad
 Ak^2\coth\frac{kW}{2}\ \text{(width)}. \label{eq:modes}
\end{equation}
The damping rate is $Bk^4$ for both.

For a wide line both factors tend to 1 and the single-edge law returns. The larger deviation is $\coth(kW/2)-1=2/(e^{kW}-1)$. It is below 1\% when $kW>\ln201\approx5.3$, or when the line is wider than about 0.84 wavelengths.

The narrow limit can be checked without solving for the potential. Let each edge bulge outwards by $b$. The same current then passes through the width $W+2b$, and the field is $E_0(1-2b/W)$. Conservation gives $\partial_tb=(2A/W)\partial_xb$, a shape moving at the velocity $-2A/W$. This agrees with \eqref{eq:modes}, where $\coth(kW/2)\to2/(kW)$ and the frequency becomes $2Ak/W$. In a narrow line the $k^2$ law is lost: width variations move at a speed independent of wavelength.

\subsection{Stage 7: mobility that depends on the edge angle}

In a crystal, atoms may move more easily on one inclination of the wall than on another. Near the flat orientation let the mobility factor be
\begin{equation}
 M(\theta)=M(1+m\theta),\qquad \theta\simeq h_x ,
\end{equation}
and return to one edge of a wide line. In the flux, $m h_x$ multiplies the constant force $F$ and gives a first-order term $MFmh_x$. Its products with the field change and with the capillary force are of second order. The additional contribution is
\begin{equation}
 \partial_th\big|_m=-\partial_x(MFm\,h_x)=-mA\,h_{xx}=+mAk^2h .
\end{equation}
The growth rate $s=-i\omega$ becomes
\begin{equation}
 s=iAk^2+mAk^2-Bk^4. \label{eq:tilt}
\end{equation}
The frequency is unchanged, but the ripple now gains or loses amplitude through the current. For $m>0$ atoms move faster on the upstream flank, where the edge rises along the force, and slower on the downstream flank. They collect at the crest. The ripple grows if
\begin{equation}
 m>\frac{Bk^2}{A}=\frac{k^2}{k_c^2}. \label{eq:thr}
\end{equation}
For any positive $m$, sufficiently long waves on a single edge satisfy this condition, provided the conductor is still much wider than $1/k$. For $m<0$ the current adds to the damping of this edge. The linear stability of this one edge under current therefore requires $m\le0$ if waves of every length are allowed.

A line with two walls is less forgiving. If the crystal has inversion symmetry, both walls have the same $M(\theta)$. At the lower wall $\partial_th_2=+\Omega\partial_xJ_2$, so the extra term is $-mAk^2h_2$, with the opposite sign. In a wide line, either sign of $m$ then favours growth on one of the two walls. For waves much longer than the width, the walls are strongly coupled and the two contributions cancel. In the limit $m\to0$ the isotropic law returns.

\subsection{Worked example: an accelerated line test}

Consider a wide test line with capped faces and bare sidewalls, heated to $T=600$ K and carrying 2.0 MA/cm$^2$. The parameters are round, rough values for such a test and not data for a particular metal: resistivity 4.0 $\mu\Omega$\,cm, $Z^*=-5$, $D=10^{-8}$ cm$^2$/s $=10^6$ nm$^2$/s, $\Omega=0.012$ nm$^3$, $\nu=15$ nm$^{-2}$, $\gamma=10$ eV/nm$^2$ and $W=4000$ nm. The ripple wavelength is 2000 nm, so $k=3.142\times10^{-3}$ nm$^{-1}$.

The field magnitude is current density times resistivity, 8.0 V/cm. The force is five times as large in eV/cm, which gives $F=4.0\times10^{-6}$ eV/nm. With $k_BT=0.0517$ eV,
\begin{align}
 M&=\frac{0.012\times15\times10^6}{0.0517}=3.48\times10^6\ \frac{\mathrm{nm^3}}{\mathrm{eV\,s}},\\
 A&=MF=13.9\ \mathrm{nm^2/s},\\
 B&=M\times10\times0.012\ \mathrm{eV\,nm}=4.18\times10^5\ \mathrm{nm^4/s}.
\end{align}
The frequency is $Ak^2=1.37\times10^{-4}$ rad/s and the period 12.7 h. The damping rate is $Bk^4=4.07\times10^{-5}$ s$^{-1}$, a decay time of 6.8 h. Crests move at about 160 nm/h against the electron flow. The edge atoms themselves drift at 77 nm/s with it. The ripple is much slower because its velocity is the drift velocity times $\Omega\nu k=5.7\times10^{-4}$.

The crossover wavelength is $2\pi/k_c=1088$ nm. For the chosen ripple $k^2/k_c^2=(1088/2000)^2=0.296$, and \eqref{eq:left} leaves 16\% of the amplitude after one period. The wave is visible but short-lived.

\subsection{Numerical tests}

The linear formulas were tested against the edge equation with full curvature, arc length and tangential field. The potential was solved between the displaced edges. For the mapped edge of Stage 3 with $ka=0.1$, this solution differs from the closed form by at most $5\times10^{-9}$ of the mean field.

At wavelengths of 500, 1000 and 2000 nm, with $W=4000$ nm, the computed frequency and damping follow the powers 2.00000 and 4.00000 of $k$. For a narrow line with $kW=1.5$, the two frequencies are 0.6351 and 1.5744 times $Ak^2$, the values of $\tanh0.75$ and $\coth0.75$.

A ripple with initial $ka=0.05$ was also followed in time, with the other edge held flat. Its position and amplitude were read from the first Fourier harmonic of the shape. After a quarter of the predicted period the crest of this harmonic had moved by $-499.7$ nm, where a quarter wavelength is 500 nm. Its remaining amplitude was 0.6284 of the initial one; the linear law gives 0.6281.

\subsection{What the example neglects}

\emph{The other edge.} Here $kW=12.6$, and the coupling changes the frequency by at most $7\times10^{-4}$\%.

\emph{Finite height.} For a cosine ripple of amplitude 50 nm, the initial frequency is 0.9\% and the initial damping 1.8\% below the linear values. The first figure holds at fixed mean field along the line; at fixed total current it is 0.8\%.

\emph{Mean heating.} The power density $q$ is the current density squared times the resistivity. If the heat flows straight down from a 300 nm film through 1000 nm of oxide with conductivity 1.4 W/(m\,K), the line is 3.4 K warmer than the substrate. The value of 600 K refers to the line. If it were the substrate temperature instead, an activation energy of 0.8 eV would make the diffusivity 9\% higher.

\emph{Uneven heating.} The field change inside the metal is $-ka\,e^{ky}\cos kx$ relative to $E_0$, so the heating changes by $-2q\,ka\,e^{ky}\cos kx$. Let $\delta T=\tau(y)\cos kx$ and let $K$ be the thermal conductivity of the metal. With no heat leaving through the sidewall, and heat loss into the oxide omitted,
\begin{equation}
 K(\tau''-k^2\tau)=2q\,ka\,e^{ky},\qquad \tau'(0)=0 .
\end{equation}
The solution is $\tau=(q\,ka/Kk^2)(ky-1)e^{ky}$. Indeed, $\tau''-k^2\tau$ acting on $ky\,e^{ky}$ gives $2k^2e^{ky}$, while $e^{ky}$ contributes nothing. The derivative is proportional to $ky\,e^{ky}$ and vanishes at $y=0$. The crest is therefore cooler by $q\,ka/(Kk^2)$. The Wiedemann--Franz law gives $K=366$ W/(m\,K), and the temperature change is $0.0044$ K times $ka$. Through the diffusivity this raises the frequency by about 0.01\%. The same temperature ripple also drives thermomigration, a force $-(Q^*/T)\,\partial_xT$ with the heat of transport $Q^*$. This changes the damping and not the frequency, by about 2\% per eV of $Q^*$, with a sign set by that of $Q^*$.

\emph{Angle-dependent mobility.} For $m$ of a few tenths, this effect is comparable with the capillary damping itself. By \eqref{eq:thr}, $m=0.296$ is enough to make the 2000 nm ripple neutral. At $m=0.5$ it grows at $2.8\times10^{-5}$ s$^{-1}$, by a factor $e$ in about 10 h. The isotropic model would predict decay over 6.8 h. An unknown $m$ of this size leaves even the sign of the growth rate undecided.

\emph{Angle-dependent edge energy.} The threshold just quoted assumes an isotropic $\gamma$. In a crystal the edge energy also depends on the angle, and $\gamma$ in $B$ is then replaced by the stiffness $\gamma+d^2\gamma/d\theta^2$ at the flat orientation. The second derivative makes small variations count: for an edge energy proportional to $1+0.02\cos4\theta$, the damping is 31\% lower and the neutral value of $m$ falls from 0.296 to 0.20.

\emph{Mechanical stress.} A stress $\sigma$ along the line is concentrated in the troughs and drives atoms from there to the crests, which works against the capillary damping. For an elastic modulus $Y$ the ratio of the two effects is about $2\sigma^2/(Y\gamma k)$. With $Y=130$ GPa and the 2000 nm ripple, this is 3\% at 100 MPa and 12\% at 200 MPa. The estimate is for a free plate in plane stress. Bonding to the oxide lowers it, by roughly 10 to 20\% of its value in a simple spring model of the bond.

\subsection{Beside real interconnects}

The temperature and current density are of the order used in accelerated tests. The line is far wider than the fine lines of present chips, and bare sidewalls belong to special test structures: in damascene lines the sidewalls are covered by a barrier layer. The diffusivity is meant for a clean wall, and contamination or a covering layer can change it by orders of magnitude. All times here scale as $1/D$ when the other parameters are held fixed. In a fine line the single-edge law no longer holds. For $W=100$ nm, with the same wavelength and the same $A$, $kW/2=0.157$. The frequency is then multiplied by 0.16 for the meander and by 6.4 for the width mode. Temperature matters still more. At 375 K, with the same force and an activation energy of 0.8 eV, $M$ is smaller by a factor of about 7000, and the period of 12.7 h becomes roughly ten years. These are results of the model, not observed lifetimes. Bare top faces, grain boundaries and facets are not described by it, and neither is the growth of a deep void, for which the slopes are no longer small.

The full set of computed values is given in the numerical output.

\section*{Calculated quantities}
\begin{verbatim}
INPUTS (round, rough model values)
line temperature = 600 K
current density = 2.0 MA/cm2
resistivity = 4.0 microohm cm
effective valence = -5
edge diffusivity = 1.0e-08 cm2/s
atomic volume = 0.012 nm3
mobile atom density = 15 1/nm2
edge energy = 10.0 eV/nm2
line width = 4000 nm
ripple wavelength = 2000 nm
activation energy (thermal sizing) = 0.8 eV
film, oxide thickness = 300, 1000 nm
oxide thermal conductivity = 1.4 W/(m K)
RESULTS
thermal energy = 0.05170 eV
electric field = 8.0 V/cm
migration force F = 4.00e-06 eV/nm
mobility factor M = 3.4814e+06 nm3/(eV s)
A = 13.925 nm2/s
B = 4.1776e+05 nm4/s
wavenumber k = 3.1416e-03 1/nm
frequency A k^2 = 1.3744e-04 rad/s
damping B k^4 = 4.0694e-05 1/s
period = 12.70 h
amplitude decay time = 6.83 h
amplitude left after one period = 0.1556
phase velocity = -157.5 nm/h
group velocity = -315.0 nm/h
drift velocity of edge atoms = 77.4 nm/s
crossover wavelength = 1088 nm
TESTS
largest field error against conformal map = 4.7e-09
measured power of k, frequency = 2.00000
measured power of k, damping = 4.00000
narrow line kW = 1.5: measured frequencies / (A k^2) = 0.6351, 1.5744
crest shift after quarter period = -499.7 nm
amplitude left then: evolved, predicted = 0.6284, 0.6281
NEGLECTED EFFECTS
k times line width = 12.57
largest shift from edge coupling = 7.0e-04 %
ripple amplitude for nonlinear sizing = 50 nm
initial frequency change there = -0.91 %
initial damping change there = -1.81 %
mean Joule heating over substrate = 3.43 K
rate change if that heating were ignored = 9.2 %
metal thermal conductivity = 366 W/(m K)
temperature ripple per unit k a = 4.42e-03 K
frequency correction from it = 1.1e-02 %
mobility slope m that destabilises this ripple = 0.296
net growth rate at m = 0.5: 2.803e-05 1/s
\end{verbatim}
